\section*{Symmetry relations for the phonon-induced potential at rotated and opposite wavevectors, part 3}

Displacing the atoms $\kappa$ along $\alpha$ in a wave of wavevector $\mathbf q$ changes the static self-consistent potential by $\partial V_{\kappa\alpha\mathbf q}$ per unit displacement; symmetry relates different wavevectors. The algebra uses Hartree atomic units, the numbers eV and \AA. Atoms sit at $\mathbf R_p+\boldsymbol\tau_\kappa$ in cells of volume $\Omega$, and
\begin{equation}
\partial V_{\kappa\alpha\mathbf q}(\mathbf r)=\sum_p e^{i\mathbf q\cdot\mathbf R_p}\,\partial_{\kappa\alpha p}V(\mathbf r),\qquad
\partial_{\kappa\alpha p}V=\frac{\partial V}{\partial\tau_{\kappa\alpha p}} .
\label{eq:def}
\end{equation}
An operation $g=\{S|\mathbf v\}$ acts as $(P_gf)(\mathbf r)=f(g^{-1}\mathbf r)$ and takes atom $(\kappa,p)$ to $(g\kappa,p')$, with $S\boldsymbol\tau_\kappa+\mathbf v=\boldsymbol\tau_{g\kappa}+\mathbf L_\kappa$ and $\mathbf R_{p'}=S\mathbf R_p+\mathbf L_\kappa$. Then
\begin{equation}
\partial_{g\kappa,\beta,p'}V(\mathbf r)=\sum_\alpha S_{\beta\alpha}\,\partial_{\kappa\alpha p}V(g^{-1}\mathbf r).
\label{eq:single}
\end{equation}
\begin{equation}
\partial V_{g\kappa,\beta,S\mathbf q}(\mathbf r)=e^{iS\mathbf q\cdot\mathbf L_\kappa}\sum_\alpha S_{\beta\alpha}\,\partial V_{\kappa\alpha\mathbf q}\bigl(S^{-1}(\mathbf r-\mathbf v)\bigr).
\label{eq:A}
\end{equation}
The periodic part $\partial v=e^{-i\mathbf q\cdot\mathbf r}\partial V$ obeys, with $S\mathbf q=\mathbf q'+\mathbf G_0$ for folding,
\begin{equation}
\partial v_{g\kappa,\beta,S\mathbf q}(\mathbf r)=e^{iS\mathbf q\cdot(S\boldsymbol\tau_\kappa-\boldsymbol\tau_{g\kappa})}\sum_\alpha S_{\beta\alpha}\,\partial v_{\kappa\alpha\mathbf q}(g^{-1}\mathbf r).
\label{eq:per}
\end{equation}
\begin{equation}
\partial v_{\mathbf q'}(\mathbf r)=e^{-i\mathbf q'\cdot\mathbf r}e^{iS\mathbf q\cdot\mathbf r}\,\partial v_{S\mathbf q}(\mathbf r)=e^{i\mathbf G_0\cdot\mathbf r}\,\partial v_{S\mathbf q}(\mathbf r),
\label{eq:fold}
\end{equation}
\begin{equation}
\partial v_{\kappa\alpha,-\mathbf q}(\mathbf r)=\partial v_{\kappa\alpha\mathbf q}(\mathbf r)^*,\qquad \partial v_{-\mathbf q}(-\mathbf G)=\partial v_{\mathbf q}(\mathbf G)^* .
\label{eq:B}
\end{equation}
Fourier components at $S\mathbf G$ gain $e^{-iS\mathbf G\cdot\mathbf v}$. The atomic form $e^{i\mathbf q\cdot\boldsymbol\tau_\kappa}\partial v$ has no explicit phase. The response solves $\partial v=\partial v^{\rm ion}+K_{\mathbf q}\chi^0_{\mathbf q}\partial v$, with $K$ the Hartree plus $f_{xc}$ kernel, $w(K)$ the transform of the ionic potential, and
\begin{align}
(\chi^0_{\mathbf q}x)(\mathbf r)&=\frac{2}{N_k\Omega}\sum_{\mathbf k\in M}\sum_{mn}F\,u_{m\mathbf k+\mathbf q}(\mathbf r)\,u^*_{n\mathbf k}(\mathbf r)\,\langle u_{m\mathbf k+\mathbf q}|x|u_{n\mathbf k}\rangle,\nonumber\\
F&=\frac{f(\varepsilon_{n\mathbf k})-f(\varepsilon_{m\mathbf k+\mathbf q})}{\varepsilon_{n\mathbf k}-\varepsilon_{m\mathbf k+\mathbf q}},
\label{eq:chi}
\end{align}
where $\psi_{n\mathbf k}=e^{i\mathbf k\cdot\mathbf r}u_{n\mathbf k}$, $\langle\cdot\rangle$ is a cell average, $f$ the Fermi--Dirac function and $M$ a mesh of $N_k$ points. $P_g\psi_{n\mathbf k}$ is an eigenstate at $S\mathbf k$. The sum respects $g$ if $SM=M$. It respects (\ref{eq:B}) by Hermiticity if $\mathbf q$ connects mesh points, otherwise by time reversal if $-M=M$. A grid with $N_3$ points along $\mathbf a_3$ needs $N_3v_3$ integer.

The example is a $P3_121$ crystal (six rotations, no inversion) with $\mathbf a_1=a(1,0,0)$, $\mathbf a_2=a(-\tfrac12,\tfrac{\sqrt3}{2},0)$, $\mathbf a_3=c(0,0,1)$ and identical atoms at fractional positions $\boldsymbol\tau_0=(\tfrac14,0,\tfrac13)$, $\boldsymbol\tau_1=(0,\tfrac14,\tfrac23)$, $\boldsymbol\tau_2=(\tfrac34,\tfrac34,0)$. Its screw $(x,y,z)\to(-y,\,x-y,\,z+\tfrac13)$ maps wavevectors as $(h,k,l)\to(-h-k,\,h,\,l)$ and atoms as $0\to1\to2\to0$, with $\mathbf L_0=(0,0,0)$, $\mathbf L_1=(-1,-1,1)$, $\mathbf L_2=(-1,0,0)$.

\subsection{Patterns, force constants and matrix elements}

Collect $(\kappa,\alpha)$ into one index and define
\begin{equation}
\Lambda_{g\kappa\beta,\kappa\alpha}=e^{-iS\mathbf q\cdot\mathbf L_\kappa}S_{\beta\alpha},
\end{equation}
with all other blocks zero. It is unitary, being a permutation of orthogonal blocks times phases, and (\ref{eq:A}) reads $\partial V_{a,S\mathbf q}=\sum_b\Lambda^*_{ab}P_g\partial V_{b\mathbf q}$. A displacement wave $\mathbf e_\kappa e^{i\mathbf q\cdot\mathbf R_p}$ maps to $S\mathbf e_\kappa e^{i\mathbf q\cdot\mathbf R_p}$ on atom $(g\kappa,p')$. With $\mathbf R_p=S^{-1}(\mathbf R_{p'}-\mathbf L_\kappa)$ this is $e^{-iS\mathbf q\cdot\mathbf L_\kappa}S\mathbf e_\kappa\,e^{iS\mathbf q\cdot\mathbf R_{p'}}$, so patterns transform as $e'=\Lambda e$, with the phase opposite to that of the potential. The potential of the pattern carries no phase at all:
\begin{equation}
\sum_ae'_a\,\partial V_{a,S\mathbf q}=\sum_{bc}e_c\Bigl(\sum_a\Lambda_{ac}\Lambda^*_{ab}\Bigr)P_g\partial V_{b\mathbf q}=P_g\sum_be_b\,\partial V_{b\mathbf q}.
\end{equation}

By the Hellmann--Feynman theorem the second derivative of the energy (at finite electronic temperature, of the free energy) contains the response term $\int\partial_{\kappa\alpha0}V^{\rm ion}\,\partial_{\kappa'\beta p}n\,d^3r$. Summing with $e^{i\mathbf q\cdot\mathbf R_p}$ turns the density factor into $\partial n_{b\mathbf q}$. Splitting space into cells, $\mathbf r\to\mathbf r-\mathbf R_s$, gives $\sum_se^{-i\mathbf q\cdot\mathbf R_s}\partial_{\kappa\alpha s}V^{\rm ion}=\partial V^{{\rm ion}*}_{a\mathbf q}$, so $C_{ab}(\mathbf q)=\int_\Omega\partial V^{{\rm ion}*}_{a\mathbf q}\partial n_{b\mathbf q}\,d^3r$. Inserting the law for both factors,
\begin{equation}
C_{ab}(S\mathbf q)=\sum_{cd}\Lambda_{ac}\,C_{cd}(\mathbf q)\,\Lambda^*_{bd},\qquad C(S\mathbf q)=\Lambda C(\mathbf q)\Lambda^\dagger ,
\end{equation}
and (\ref{eq:B}) gives $C(-\mathbf q)=C(\mathbf q)^*$. The eigenvalues are equal over the star. The full force constants obey the same rule, because the total energy is invariant under $g$ and its second derivative transforms as (\ref{eq:single}) on each index. With $M_{g\kappa}=M_\kappa$ the dynamical matrix follows, and $\Lambda e$ is a phonon eigenvector at $S\mathbf q$.

For the matrix elements $g_{mn,a}(\mathbf k,\mathbf q)=\langle\psi_{m\mathbf k+\mathbf q}|\partial V_{a\mathbf q}|\psi_{n\mathbf k}\rangle$, the rotated states give $g_a(S\mathbf k,S\mathbf q)=\sum_b\Lambda^*_{ab}g_b(\mathbf k,\mathbf q)$. States obtained by a separate diagonalization at $S\mathbf k$ are $\psi_{n,S\mathbf k}=\sum_{n'}P_g\psi_{n'\mathbf k}B_{n'n}(\mathbf k)$, with $B$ unitary within each level, and in band space the result becomes $B^\dagger(\mathbf k+\mathbf q)\,g\,B(\mathbf k)$. For nondegenerate bands $B$ is a phase, which cancels in $T_{ab}=g_a^*g_b$, and $T(S\mathbf k,S\mathbf q)=\Lambda T\Lambda^\dagger$. Hermiticity alone gives $g_{mn}(\mathbf k,\mathbf q)^*=g_{nm}(\mathbf k+\mathbf q,-\mathbf q)$, the reverse transition. The relation at $(-\mathbf k,-\mathbf q)$ needs time reversal: with $u_{-\mathbf k}=u^*_{\mathbf k}$ and (\ref{eq:B}), $g_{mn}(-\mathbf k,-\mathbf q)$ is the average of $u_{m\mathbf k+\mathbf q}\,\partial v^*_{\mathbf q}\,u^*_{n\mathbf k}$, which is $g_{mn}(\mathbf k,\mathbf q)^*$.

\subsection{Irreducible wavevectors and the Wannier step}

Equations (\ref{eq:per}), (\ref{eq:fold}) and (\ref{eq:B}) reach every point $\pm S\mathbf q$ modulo $\mathbf G$, so one point per orbit of the group $\{\pm S\}$ must be computed. The number of orbits follows from counting pairs (element, fixed point) in two ways. A point in an orbit of size $o$ is fixed by $|\mathcal G|/o$ elements, so each orbit contributes $|\mathcal G|$ pairs, and the number of orbits is the total number of fixed points divided by $|\mathcal G|$ (Burnside's lemma).

For the example group on a $6\times6\times6$ mesh, with indices modulo 6, the identity fixes 216 points. A threefold rotation $(-h-k,h,l)$ needs $k=h$ and $3h=0$, giving $3\times6=18$. The twofold rotation $(k,h,-l)$ needs $h=k$ and $2l=0$, giving $6\times2=12$, and the other two are conjugate to it. The total is $216+2\cdot18+3\cdot12=288$, and $288/6=48$. The negatives add 8 points for $-1$, 2 for each $(h+k,-h,-l)$ type and 36 for each $(-k,-h,l)$ type, which is $8+4+108=120$, and $(288+120)/12=34$. On the $3\times3\times1$ mesh the rotations leave $K$ fixed modulo $\mathbf G$ and never reach $-K$, while the orbit of $(0,\tfrac13,0)$ has six points and contains its own negatives. The 9 points form 4 orbits under rotations and 3 with $\mathbf q\to-\mathbf q$: $(0,0,0)$, $(0,\tfrac13,0)$ and $K$. In a crystal with inversion, $-1$ is already in the group and (\ref{eq:B}) removes no further points.

On a uniform mesh of $N$ points that contains $\Gamma$, $\sum_{\mathbf q}e^{i\mathbf q\cdot\mathbf R}$ is $N$ if $\mathbf R$ is a vector of the corresponding supercell lattice and zero otherwise. Inverting (\ref{eq:def}),
\begin{equation}
\frac1N\sum_{\mathbf q}e^{-i\mathbf q\cdot\mathbf R_p}\,\partial V_{\kappa\alpha\mathbf q}(\mathbf r)=\partial_{\kappa\alpha p}V(\mathbf r)+\text{supercell images},
\label{eq:inv}
\end{equation}
which is the response to moving one atom per supercell. With Wannier functions $|w_{j\mathbf R}\rangle=N^{-1}\sum_{\mathbf k n}e^{-i\mathbf k\cdot\mathbf R}|\psi_{n\mathbf k}\rangle U_{nj}(\mathbf k)$, insert (\ref{eq:inv}) between $\langle w_{i0}|$ and $|w_{j\mathbf R_e}\rangle$. The bracket is $\Omega^{-1}$ times the integral over the supercell, which normalizes $w$ to one, and $\partial_{\kappa\alpha p}V$ includes its supercell images. The three sums bring $N^{-3}$, and the bracket gives $N$ times the cell average when the left wavevector is $\mathbf k+\mathbf q$ and zero otherwise:
\begin{equation}
\langle w_{i0}|\partial_{\kappa\alpha p}V|w_{j\mathbf R_e}\rangle=\frac1{N^2}\sum_{\mathbf k\mathbf q}e^{-i(\mathbf k\cdot\mathbf R_e+\mathbf q\cdot\mathbf R_p)}\bigl[U^\dagger(\mathbf k+\mathbf q)\,g_{\kappa\alpha}(\mathbf k,\mathbf q)\,U(\mathbf k)\bigr]_{ij}.
\end{equation}
The matrices $U$ refer to one fixed set of states on the full $\mathbf k$ mesh. Matrix elements obtained by rotating $g$ refer to the states $P_g\psi$ and differ by the matrices $B$. The potential has no band index and no such ambiguity, so unfolding $\partial V$ and evaluating $g$ with the fixed states keeps the gauge consistent. Rotating $g$ is equivalent only if $B$ is computed and applied.

\subsection{A numerical example with a screw axis}

The model uses the structure above with round parameters $a=4$~\AA{} and $c=5$~\AA. The ions are Gaussian charges, $w(K)=-4\pi Z e^{-K^2\sigma^2/2}/K^2$ with $Z=2$ and $\sigma=0.5$~\AA, with the $K=0$ term dropped against the Hartree term and components kept up to twice the orbital cutoff wavevector. The electrons interact through the Hartree potential and local-density exchange, $V_x=-(3n/\pi)^{1/3}$, so $f_{xc}=V_x/3n$. The cutoff is 40~eV (41 plane waves at $\Gamma$), $k_BT=0.5$~eV, the $\mathbf k$ mesh is $3\times3\times1$ centred on $\Gamma$, and the grid is $9\times9\times12$. The model is not converged and describes no material, but basis, mesh and grid are invariant under the group, so the laws should hold to solver accuracy. The ground state was converged by Anderson mixing. The response equation, with (\ref{eq:chi}) summed over all bands of the basis, was solved separately at each wavevector by a conjugate-residual iteration to a relative residual of $10^{-9}$, using no symmetry. Relative differences below mean the largest absolute difference over points and components, divided by the largest magnitude of the directly computed quantity.

Take $\mathbf q=(0.1,0.2,0.3)$, so $S\mathbf q=(-0.3,0.1,0.3)$ for the screw, and follow atom 1 to atom 2. The lattice phase is $2\pi(0.3-0.1+0.3)=\pi$, a factor $-1$. For the periodic part, $S\boldsymbol\tau_1-\boldsymbol\tau_2=(-\tfrac14,-\tfrac14,\tfrac23)-(\tfrac34,\tfrac34,0)=(-1,-1,\tfrac23)$, and the phase is $2\pi(0.3-0.1+0.2)=144^\circ$, a factor $-0.80902+0.58779i$. For $\mathbf G=(1,0,1)$, $S\mathbf G=(-1,1,1)$ and $e^{-iS\mathbf G\cdot\mathbf v}=e^{-2\pi i/3}$. The total phase is $144^\circ-120^\circ=24^\circ$, a factor $0.91355+0.40674i$. The solution at $\mathbf q$ has, in eV/\AA,
\begin{equation}
\partial v_{1x}(\mathbf G)=-0.19672+0.36427i,\qquad \partial v_{1y}(\mathbf G)=-0.15662+0.25819i ,
\end{equation}
compared with a bare value $-0.23534+0.40762i$ for the $x$ component, which screening has reduced. The first row of $S$ is $(-\tfrac12,-\tfrac{\sqrt3}2,0)$, so
\begin{align}
\sum_\alpha S_{x\alpha}\partial v_{1\alpha}&=(0.09836+0.13564)-(0.18214+0.22360)i=0.23400-0.40574i,\nonumber\\
\partial v_{2x,S\mathbf q}(S\mathbf G)&=(0.91355+0.40674i)(0.23400-0.40574i)\nonumber\\
&=(0.21377+0.16503)+(0.09518-0.37066)i=0.37880-0.27548i .
\end{align}
The separate solution at $S\mathbf q$ gives $0.37880-0.27548i$~eV/\AA, or $0.00737-0.00536i$~Ha/bohr with 1~Ha/bohr $=51.4221$~eV/\AA. The five decimals serve the arithmetic and say nothing about physical accuracy.

Over the six rotated wavevectors, with all nine perturbations, the Bloch, periodic, Fourier and atomic forms differ from the separate solutions by at most $4.8\times10^{-10}$. At the six negatives, with nine perturbations at $-\mathbf q$ and the three of atom 0 elsewhere, the largest difference is $4.3\times10^{-10}$. The eigenvalues of $C$ run from $-40.78$ to $-10.54$~eV/\AA$^2$ at $\mathbf q$, $S\mathbf q$ and $-\mathbf q$ alike. They are negative because this term is the second derivative of the free energy gained when the electrons relax (at finite electronic temperature the Hellmann--Feynman theorem applies to the free energy); it is one part of the force constants and gives no phonon frequency. For the pattern that moves atom 1 along $x$, $\Lambda e$ moves atom 2 along $-(-\tfrac12,\tfrac{\sqrt3}{2},0)$. Between the third band at $\mathbf k=(0.15,-0.05,0.1)$ and the fourth at $\mathbf k+\mathbf q$, $|g|=0.767$~eV/\AA, and separate diagonalizations give the same value at $(S\mathbf k,S\mathbf q)$ with $\Lambda e$ and at $(-\mathbf k,-\mathbf q)$ with $e$.

In the cases below, omitting a factor changes the result by an amount of order one. Other cases can hide the omission: the atomic phase tends to $1$ as $\mathbf q\to0$, it equals $1$ for the twofold rotation $(x,y,z)\to(y,x,-z)$ at every wavevector with $l=0$, and the folding factor is $1$ when $\mathbf G_0=0$. Without the phase of (\ref{eq:per}) the block of atom 2 is wrong by $|e^{i144^\circ}-1|=2\sin72^\circ=1.902$ times its own magnitude, and the relative difference found is $1.901$. Without $e^{i\mathbf G_0\cdot\mathbf r}$ on the $3\times3\times1$ mesh it is $1.970$; here $\mathbf G_0$ lies in the plane, $\mathbf G_0\cdot\mathbf r$ is a multiple of $2\pi/9$ on the grid, and the largest value of $|e^{i\mathbf G_0\cdot\mathbf r}-1|$ is $2\sin(4\pi/9)=1.970$, an upper bound on the relative difference that is reached in this case. Dropping $\mathbf v$ from the argument gives $1.74$, and replacing $g\kappa$ by $\kappa$ throughout gives $1.01$.

The conditions on the discretization show up at smaller sizes. The largest value of $|V(S\mathbf G)-e^{-iS\mathbf G\cdot\mathbf v}V(\mathbf G)|$ for the ground-state potential is $1.2\times10^{-15}$~eV with 12 grid points along $\mathbf a_3$ and $1.8\times10^{-5}$~eV with 11. Shifting the $\mathbf k$ mesh in (\ref{eq:chi}) by $(0.11,0.05,0.2)$, with potential, kernel and chemical potential held fixed, corresponds to twisted boundary conditions on the supercell and makes $SM\ne M$ and $-M\neq M$. For the perturbations of atom 0, the screw law at $\mathbf q$ then fails by $0.005$ and (\ref{eq:B}) at this off-mesh $\mathbf q$ by $0.033$. At $(\tfrac13,0,0)$, which connects mesh points, (\ref{eq:B}) holds to $7\times10^{-16}$, as the Hermiticity argument requires. The violation for the screw is the smaller one. The screw preserves the $z$ component of the shift, which lies along the direction sampled by one point, whereas $\mathbf k\to-\mathbf k$ reverses it. A shift $(0,0,0.2)$ alone leaves $SM=M$, so the screw law holds, while (\ref{eq:B}) fails by $0.032$; the in-plane part $(0.11,0.05,0)$ alone gives $0.004$ for the screw and $0.005$ for (\ref{eq:B}). The $z$ component therefore accounts for most of the difference.

Finally, (\ref{eq:inv}) was evaluated for atom 1 along $x$ from the three irreducible points alone, unfolded to all nine. It was compared with a central difference of two self-consistent calculations in the $3\times3\times1$ supercell of 27 atoms, sampled at its $\Gamma$ point with the same cutoff and grid spacing, with that atom moved by $\pm h$, $h=0.005$~\AA. The largest value lies at $(2.778,0.222,0.667)$ in cell units, on the $-x$ side of the image of the atom at $(3,\tfrac14,\tfrac23)$, where the potential rises as the attractive centre moves away. There both routes give $16.863$~eV/\AA, against $23.80$~eV/\AA{} for the bare term. Over the supercell the relative difference is $2.4\times10^{-5}$ for the unfolded potential and $0.44$ for the bare term alone. A central difference has a leading error $h^2/6$ times the third derivative, of relative order $(h/\sigma)^2/6\approx2\times10^{-5}$ if $\sigma$ sets the length scale. The size matches, but $h$ was not varied, so this attribution remains an estimate.
